# Energy of a Hafnia Domain Wall from a Two-Wall Supercell

## Problem

A periodic supercell of ferroelectric orthorhombic hafnia contains two domains of opposite polarization, separated by two equivalent flat walls. The walls are parallel to the polar axis, and each has an area of 26 Å² within the supercell. The relaxed supercell lies 0.30 eV above the matching single-domain bulk. Find the energy of one wall per unit area, in mJ/m², and judge how well the given data fix it.

"Matching" means that the bulk reference has the same number of formula units and the same lattice, and is treated at the same level of theory. All energies are static: zero temperature, no applied field.

## Hints

1. Follow the polarization through the supercell until you return to the starting point. How many times must it change sign?
2. Write the supercell energy as a part that grows with volume, a part that grows with wall area, and a remainder. Which part does the bulk reference remove?
3. Decide which area belongs in the denominator before you convert units.
4. Both inputs are rounded. Push them to the ends of their rounding intervals, in the directions that change the answer most.

## Solution

### Counting the walls

The polarization changes sign at each wall. With ordinary periodic boundary conditions it must return to its initial value after one period, so the number of walls is even. Two is the smallest number that gives a domain structure.

Let the supercell hold $N$ cells, let $e_b$ be the bulk energy per cell, $A$ the area of one wall, and $\sigma_1,\sigma_2$ the energies per area of the two walls when each is isolated. Then

$$E_{\rm super}=N e_b+A\sigma_1+A\sigma_2+E_{\rm int}.$$

The last term, which this equation defines, is the interaction between the walls. Both domains have the same $e_b$, because they differ only in the direction of polarization and no field favours either.

The matching bulk has energy $E_{\rm bulk}=Ne_b$. Subtraction removes the volume term:

$$\Delta E=E_{\rm super}-E_{\rm bulk}=A(\sigma_1+\sigma_2)+E_{\rm int}.$$

The walls are equivalent, so $\sigma_1=\sigma_2=\sigma$. If they are also far enough apart for $E_{\rm int}$ to be negligible, $\Delta E=2A\sigma$, and therefore

$$\boxed{\sigma=\frac{\Delta E}{2A}}$$

The factor 2 counts walls. It would be wrong to insert the total area of both walls for $A$ and keep the 2 as well.

### Inserting the numbers

One electronvolt is the elementary charge times one volt, so $\Delta E=0.30$ eV is $4.8065\times10^{-20}$ J. One square angstrom is $10^{-20}$ m², so the two walls together cover

$$2A=2\times 2.600\times10^{-19}\ {\rm m^2}=5.200\times10^{-19}\ {\rm m^2}.$$

Hence

$$\sigma=\frac{4.8065\times10^{-20}\ {\rm J}}{5.200\times10^{-19}\ {\rm m^2}}=0.0924\ {\rm J/m^2}\approx 92\ {\rm mJ/m^2}.$$

Each wall carries 0.150 eV in its 26 Å². Leaving out the second wall would give 185 mJ/m², twice the correct value.

If 0.30 eV stands for anything from 0.295 to 0.305 eV, and 26 Å² for anything from 25.5 to 26.5 Å², the lowest result combines the smallest energy with the largest area, and the highest result the reverse. This gives 89.2 to 95.8 mJ/m². The data support "about 92", with an uncertainty of about 3 mJ/m² from rounding alone.

### Testing the count on a model

The division by two can be tested where a single wall can be computed separately. Take a chain of cells with scaled polarization $p_i$ and energy

$$E=\sum_i\left[U(p_i^4-2p_i^2)+\frac K2(p_{i+1}-p_i)^2\right].$$

The first term has minima at $p=\pm1$, the two domain states; the second penalizes changes between neighbours. The values $U=0.12$ eV and $K=0.09$ eV are model parameters, chosen to bring the pair energy near that of the problem. They are not data for hafnia.

A periodic chain with eight cells in each domain relaxes to an energy 0.298903 eV above its single-domain state. Half of this is 0.149452 eV. An open chain, with no bond between its ends, can hold a single wall; its excess energy is also 0.149452 eV. When three periodic chains, here with six cells in each domain, are coupled side by side, the excess is again 0.298903 eV per chain. It therefore grows in proportion to the wall area, as the definition of $\sigma$ requires.

### Errors in the energy difference

The quotient is no more accurate than $\Delta E$, which is a small difference between two large energies. Suppose the supercell is eight cells long, 4.0 nm in all, with four formula units per cell and hence 32 in total. If the bulk reference is wrong by 1 meV per formula unit, the error in $\Delta E$ is 32 meV, and $\sigma$ shifts by 9.9 mJ/m². That is about 11 % of the result and three times the rounding uncertainty. Using the same supercell shape, basis and sampling for both calculations helps such errors to cancel.

The lattice must match for a similar reason. If the domains in the supercell are uniformly strained by $\varepsilon$ but the reference is unstrained, an elastic energy $\tfrac12C\varepsilon^2L$ per unit cross-section is mistaken for wall energy, where $C$ is a stiffness and $L$ the supercell length. Two walls share it, so

$$\delta\sigma=\frac{C\varepsilon^2L}{4}.$$

With a rough $C=300$ GPa, $\varepsilon=0.5\,\%$ and $L=4.0$ nm, this is 7.5 mJ/m². When the domains themselves carry the strain, giving the reference the same strain removes this term; the result is then the wall energy at that strain.

The direction normal to the walls needs care. Suppose each wall has an excess length $\delta$. A supercell relaxed along the normal is then longer by $2\delta$ while its domains stay unstrained. A reference stretched to the same length has $\varepsilon=2\delta/L$ and subtracts an elastic energy that the supercell does not contain, so $\sigma$ comes out too low by $C\delta^2/L$. For $\delta=0.1$ Å and the values above this is again 7.5 mJ/m². Holding the supercell at the bulk length compresses the domains instead and raises $\sigma$ by a similar amount. Both errors fall only as $1/L$. If the supercell is relaxed along the normal, the reference should have the strain of the domain interiors, not the mean strain of the supercell.

### From energy to free energy

At the temperature of use, the free energy of the wall matters. In the harmonic classical limit, a coordinate with curvature $\lambda$ contributes a factor $\sqrt{2\pi k_BT/\lambda}$ to the partition function $Z$. Since $F=-k_BT\ln Z$, it contributes $\tfrac12k_BT\ln\lambda$ to the free energy, plus a term that cancels between supercell and bulk. The shift per wall is half the difference for the pair:

$$\delta F_{\rm wall}=\frac{k_BT}{4}\left(\sum\ln\lambda_{\rm pair}-\sum\ln\lambda_{\rm bulk}\right).$$

For the model chain at 10 K this gives −0.522 meV. So low a temperature serves only to test the formula, because real polar vibrations are not classical there. Direct integration of the partition function, with each cell keeping the sign of its domain, gives −0.526 meV. The negative sign means that the product of the curvatures is smaller with walls than without: the chain with walls is softer overall, and this lowers its free energy.

At 300 K the integration gives −20.0 meV per wall. The harmonic formula is proportional to $T$ and would give $30\times(-0.522)=-15.7$ meV, so about 4 meV comes from anharmonicity. Spread over 26 Å², the full shift is −12.3 mJ/m², or 13 % of $\sigma$. The estimate uses one polar coordinate per cell, neglects coupling between neighbouring columns and leaves out quantum effects. It shows how such a shift arises. In hafnia many other vibrations contribute, so neither the size nor the sign found here can be carried over.

### Comparison with real hafnia

The conventional cell of the ferroelectric phase has edges of roughly 5 Å, so 26 Å² is about one cell face. The 0.30 eV is a given input, not a value derived here for a particular wall. Different wall structures in hafnia can have different energies, so a value belongs to a stated wall. A memory capacitor also departs from the assumption of zero temperature; the model above shows how this enters, but does not fix its size for hafnia. Grain boundaries, dopants and charged defects can change the wall energy too, and none of them is sized here.

## Variation 1: walls that are not equivalent

**Question.** What does $\Delta E/(2A)$ mean if the two walls differ?

**Solution.** Setting $\sigma_1\neq\sigma_2$ in the subtracted energy, with negligible interaction, gives

$$\frac{\Delta E}{2A}=\frac{\sigma_1+\sigma_2}{2}.$$

The quotient is the mean, and one supercell energy cannot separate the two values. To see this in the chain, add $h(p_{i+1}-p_i)^3$ to each bond, with $h=0.005$ eV and the other parameters unchanged. This term is positive where $p$ rises and negative where it falls, so it distinguishes the two walls. Computed separately in open chains, the rising wall costs 0.169206 eV and the falling wall 0.125466 eV. Half the excess of the periodic chain is 0.147336 eV, which is their mean and the energy of neither.

Walls perpendicular to the polarization bring a further difficulty. One is head-to-head and the other tail-to-tail, so they carry opposite bound charges. Take domains of equal width, polarization $\pm P$ held fixed, background permittivity $\epsilon$, no free carriers and zero average field. The displacement $D=\epsilon\mathcal E\pm P$ is the same in both domains. Its average is zero, so $D=0$ and $\mathcal E=\mp P/\epsilon$. The field energy per unit cross-section is then

$$\frac{\epsilon\mathcal E^2}{2}L=\frac{P^2L}{2\epsilon}.$$

It grows with the supercell length. Under these assumptions the interaction term is not negligible at any large separation, and $\Delta E/(2A)$ does not converge to a wall energy. In a real crystal the field can suppress the polarization or create free carriers that screen the walls, and this growth law then no longer holds. The walls in the main problem are parallel to the polar axis and carry no such charge as long as they stay flat.

## Variation 2: how long must the domains be?

**Question.** In the chain with $h=0$, how fast does the wall interaction fall as the domains are lengthened?

**Solution.** At equilibrium the derivative of $E$ with respect to $p_i$ vanishes:

$$4U(p_i^3-p_i)-K(p_{i+1}-2p_i+p_{i-1})=0.$$

Deep in a domain write $p_i=1-u_i$ with small $u_i$. To first order $p_i^3-p_i=-2u_i$, while the bracket becomes $-(u_{i+1}-2u_i+u_{i-1})$. Hence

$$-8Uu_i+K(u_{i+1}-2u_i+u_{i-1})=0.$$

Insert $u_i\propto e^{-\kappa i}$, for which $u_{i+1}+u_{i-1}=2u_i\cosh\kappa$, and divide by $2Ku_i$:

$$\cosh\kappa=1+\frac{4U}{K}=1+\frac{0.48}{0.09}=6.33,\qquad e^{-\kappa}=0.0794.$$

In the middle of a domain of $n$ cells, the tail of each wall has shrunk by about $e^{-\kappa n/2}$. The energy near the domain state is quadratic in $u$, so the interaction should scale as $e^{-\kappa n}$. The relaxed chains agree: going from four to five cells per domain multiplies the interaction by 0.0794.

Expressed for a wall of 26 Å², the interaction changes $\sigma$ by −2.0 mJ/m² with two cells per domain and by −0.012 mJ/m² with four. The negative sign means that the walls attract each other in this model. The error from a faulty bulk reference behaves in the opposite way: it is proportional to the number of formula units, and already amounts to 9.9 mJ/m² at four cells per domain for 1 meV per formula unit. In this model, longer domains would therefore gain almost nothing and would magnify the reference error.

Real hafnia has further displacements and strains that may decay more slowly. The required length must be found there by comparing supercells. If two lengths $N_1$ and $N_2$ both have negligible interaction, their energies also supply a consistent bulk reference,

$$e_b=\frac{E_{\rm super}(N_2)-E_{\rm super}(N_1)}{N_2-N_1},$$

because the wall term $2A\sigma$ is the same in both and cancels. An elastic term that falls as $1/L$, such as arises when walls with an excess length are held at the bulk length, counts as interaction here and does not cancel. The individual inputs and results are listed in the numerical output below.

## Computed results

```
WORKED EXAMPLE
supercell excess energy dE        = 0.30 eV
excess energy in SI               = 4.8065e-20 J
area of one wall A                = 26 angstrom^2
area of one wall in SI            = 2.600e-19 m^2
total area of both walls          = 5.200e-19 m^2
energy per wall dE/2              = 0.150 eV
wall energy sigma                 = 92.43 mJ/m^2
if second wall is forgotten       = 184.9 mJ/m^2
rounding interval, low end        = 89.2 mJ/m^2
rounding interval, high end       = 95.8 mJ/m^2
MODEL CHAIN (test of the counting)
well depth U                      = 0.12 eV
coupling K                        = 0.09 eV
two-wall excess, 8 cells/domain   = 0.298903 eV
half of that excess               = 0.149452 eV
one isolated wall, open chain     = 0.149452 eV
3 columns: excess per column      = 0.298903 eV
asymmetry parameter h             = 0.005 eV
inequivalent walls: up wall       = 0.169206 eV
inequivalent walls: down wall     = 0.125466 eV
inequivalent walls: half excess   = 0.147336 eV
interaction decay per cell, found = 0.0794 (no unit)
interaction decay exp(-kappa)     = 0.0794 (no unit)
thermal shift at 10 K, integral  = -0.5256 meV
thermal shift at 10 K, harmonic  = -0.5219 meV
NEGLECTED EFFECTS (change of sigma)
wall interaction, 2 cells/domain  = -1.9729 mJ/m^2
wall interaction, 4 cells/domain  = -0.0124 mJ/m^2
assumed supercell length          = 4.0 nm
formula units in supercell        = 32 (count)
assumed bulk error per form. unit = 1.0 meV
effect of that bulk error         = 9.9 mJ/m^2
assumed stiffness (rough)         = 300 GPa
assumed unmatched strain          = 0.5 percent
effect of that strain             = 7.5 mJ/m^2
temperature of use                = 300 K
thermal shift per wall (model)    = -20.0 meV
thermal shift of sigma (model)    = -12.3 mJ/m^2
```
